\section*{Zero-Field Constrained Minima as Index-One Polarization Saddles: Two Proofs}

\section{What invariance allows}

Let $\xi$ be a small change of the polarization of a ferroelectric about a stationary point, and let the vector $\eta$ collect small changes of all other coordinates. To second order the energy changes by
\begin{equation}
\delta U=\tfrac12\left(A\xi^2+2\xi\,b^{T}\eta+\eta^{T}C\eta\right),
\label{eq:form}
\end{equation}
where $A$ is a number, $b$ a vector and $C$ a symmetric matrix, taken here as positive definite. The index is the number of negative eigenvalues of the full matrix. It cannot depend on units or on how the other coordinates are labelled, and this nearly fixes the answer.

Measure the other coordinates from an origin that moves with polarization, $\eta=\zeta+c\,\xi$ with constant $c$. Inserting this in \eqref{eq:form} gives
\begin{equation}
A'=A+2c^{T}b+c^{T}Cc,\qquad b'=b+Cc,\qquad C'=C .
\end{equation}
The choice $c=-C^{-1}b$ makes $b'=0$ and leaves
\begin{equation}
A'=A-2b^{T}C^{-1}b+b^{T}C^{-1}b=A-b^{T}C^{-1}b\equiv S .
\label{eq:S}
\end{equation}
A linear change of $\zeta$ then turns $C$ into the unit matrix, and a change of the polarization unit by a factor $s$ turns $S$ into $s^2S$. Nothing but the sign of $S$ survives. The index must therefore be a function of that sign. The number $S$ is the Schur complement of $C$; it has the dimension of $A$, energy per squared polarization.

This argument uses the fact that the index is unchanged by an invertible linear map. To see this, define $m$ as the largest dimension of a subspace on which the quadratic form is negative. An invertible map preserves dimensions, hence $m$. If the matrix has $n_-$ negative eigenvalues, their eigenvectors show $m\ge n_-$. A negative subspace of larger dimension would share a nonzero vector with the $(n-n_-)$-dimensional span of the remaining eigenvectors, where the form is not negative. Thus $m=n_-$. The same reasoning applies to positive eigenvalues.

\section{The statement and its conditions}

Let $U(x)$ and $P(x)$ be twice continuously differentiable functions of $n$ coordinates near $x_0$, with $N=\nabla P(x_0)\neq0$. Denote their Hessians by $H_U$ and $H_P$. Uniform translations of the crystal, which cost no energy, are removed beforehand, and one continuous branch of the polarization is used. $U$ is the energy at zero macroscopic field, as in a film between ideal short-circuited electrodes.

At a minimum with $P=p_0$ held fixed,
\begin{equation}
\nabla U=\lambda\nabla P .
\label{eq:lag}
\end{equation}
The multiplier $\lambda$ is the conjugate field: \eqref{eq:lag} is the stationarity condition of $U-\lambda P$, the energy in an applied field $\lambda$ when the polarization that the field induces at fixed coordinates is neglected. The minimum is required to be nondegenerate,
\begin{equation}
v^{T}Lv>0\ \text{ for all } v\ne0 \text{ with } N^{T}v=0,\qquad L=H_U-\lambda H_P .
\label{eq:pos}
\end{equation}
Strictness alone is weaker, and a counterexample below shows that it is insufficient. Let $R(p)$ be the local minimum of $U$ on the surface $P=p$. The claim is that if $\lambda=0$ and $R''(p_0)<0$, then $\nabla U(x_0)=0$ and $H_U$ has one negative and $n-1$ positive eigenvalues.

\section{First derivation: the Schur complement}

Since $N\ne0$, some component, say $\partial P/\partial x_1$, is nonzero. By the inverse function theorem $p=P(x)$ and $y=(x_2,\ldots,x_n)$ are valid local coordinates. Write $x=X(p,y)$ and $V(p,y)=U(X(p,y))$, and let
\begin{equation}
A=V_{pp},\qquad b=V_{yp},\qquad C=V_{yy}
\end{equation}
at the point in question.

First, $C$ must be tied to \eqref{eq:pos}. Let $J_y=\partial X/\partial y$. Two $y$-derivatives of $V$, and of the identity $P(X(p,y))=p$, give
\begin{align}
C&=J_y^{T}H_UJ_y+\sum_i\frac{\partial U}{\partial x_i}\frac{\partial^2X_i}{\partial y\,\partial y},\\
0&=J_y^{T}H_PJ_y+\sum_i\frac{\partial P}{\partial x_i}\frac{\partial^2X_i}{\partial y\,\partial y}.
\end{align}
Subtract $\lambda$ times the second line from the first. The sums cancel by \eqref{eq:lag}, so $C=J_y^{T}LJ_y$. The columns of $J_y$ span the plane $N^Tv=0$, and therefore $C$ is positive definite.

Next, relax $y$ at fixed $p$. The condition $V_y(p,y)=0$ has a differentiable solution $y_*(p)$ because $C$ is invertible. Differentiating the condition along this solution,
\begin{equation}
b+C\,y_*'=0\quad\Longrightarrow\quad y_*'=-C^{-1}b .
\end{equation}
With $R(p)=V(p,y_*(p))$,
\begin{align}
R'&=V_p+V_y^{T}y_*'=V_p=\lambda,\\
R''&=V_{pp}+V_{py}\,y_*'=A-b^{T}C^{-1}b=S .
\label{eq:R2}
\end{align}
The equality $V_p=\lambda$ follows from \eqref{eq:lag} and $\nabla P\cdot\partial X/\partial p=1$. The relaxed curvature is thus the Schur complement of \eqref{eq:S}.

Now set $\lambda=0$. Then $V_p=V_y=0$, hence $\nabla U=0$. In a second derivative of $V$ the terms containing second derivatives of $X$ are multiplied by $\nabla U$ and vanish. With $J=\partial X/\partial(p,y)$, the Hessian in the new coordinates is $J^{T}H_UJ$, which has the same index as $H_U$. Completing the square,
\begin{align}
2\,\delta V&=A\xi^2+2\xi b^T\eta+\eta^TC\eta\nonumber\\
&=S\xi^2+(\eta+C^{-1}b\,\xi)^{T}C(\eta+C^{-1}b\,\xi).
\label{eq:square}
\end{align}
Expanding the last product returns $\eta^TC\eta+2\xi b^T\eta+\xi^2b^TC^{-1}b$; its last term cancels the subtraction inside $S$. In the coordinates $\xi$ and $\eta+C^{-1}b\,\xi$ the form is block diagonal. Its $n-1$ directions from $C$ are positive and the remaining one has the sign of $S=R''<0$. This proves the claim.

The same formula settles the neighbouring cases. For $S>0$ the point is an unconstrained minimum. For $S=0$ there is one zero eigenvalue, and higher derivatives decide. If the other coordinates are very stiff, $C^{-1}\to0$ at fixed $b$ and $S\to A$. Since $b^TC^{-1}b\ge0$, relaxation can lower the curvature but cannot raise it.

\section{Second derivation: a plane and a path}

The second route stays in the original coordinates and eliminates no block. It follows the relaxed states $x=X_*(p)$, which satisfy
\begin{equation}
\nabla U(X_*)=\lambda(p)\nabla P(X_*),\qquad P(X_*)=p .
\label{eq:branch}
\end{equation}
This system has a differentiable solution if its linearization is invertible. Suppose $Lu-\mu N=0$ and $N^Tu=0$. Multiplying the first equation by $u^T$ gives $u^TLu=0$, so $u=0$ by \eqref{eq:pos}, and then $\mu=0$ because $N\ne0$. The linearization is invertible.

Let $t=dX_*/dp$. Differentiating \eqref{eq:branch},
\begin{equation}
Lt=\lambda'N,\qquad N^Tt=1 .
\label{eq:tangent}
\end{equation}
Also $R'=\nabla U^Tt=\lambda N^Tt=\lambda$, so $R''=\lambda'$. Multiplying \eqref{eq:tangent} by $t^T$ gives
\begin{equation}
t^TLt=R'' .
\label{eq:path}
\end{equation}
At zero field $L=H_U$ and $\nabla U=0$. The path tangent is a direction of negative curvature, so there is at least one negative eigenvalue.

Suppose there were a two-dimensional subspace on which $v^TH_Uv\le0$. The single equation $N^Tv=0$ has a nonzero solution in any two-dimensional subspace, and there \eqref{eq:pos} demands $v^TH_Uv>0$. This is a contradiction, so a second negative eigenvalue is impossible. A zero eigenvalue is excluded too: if $H_Uw=0$ with $w\ne0$, then
\begin{equation}
(\alpha w+\beta t)^TH_U(\alpha w+\beta t)=\beta^2R''\le0,
\end{equation}
and $w$ and $t$ are independent because their curvatures differ. Their span would be a forbidden subspace. The remaining $n-1$ eigenvalues are positive.

When $L$ is invertible, \eqref{eq:tangent} also gives $t=R''L^{-1}N$, and $N^Tt=1$ yields
\begin{equation}
\frac1{R''}=N^TL^{-1}N .
\label{eq:inverse}
\end{equation}

\section{What each derivation assumes}

Both proofs as given use the same smoothness and condition \eqref{eq:pos}, but at different places. The first needs $C^{-1}$ to define $S$. In return it gives the full quadratic form and the cases $S\ge0$. The second needs a positive plane and a differentiable path of negative curvature. If the plane is merely non-negative but such a path is known, its argument still gives one negative eigenvalue, though zero eigenvalues may appear. The function $-p^2/2+y^4$ is of this kind.

Without a differentiable path even the index can fail. Consider
\begin{equation}
U=\tfrac12p^2+y^4+z^4-2p(y^2-z^2).
\end{equation}
At $p=0$ the origin is a strict minimum in $y,z$, and the field vanishes there. For $p>0$ the minimum lies at $y^2=p$, $z=0$, where $y^4-2py^2=-p^2$; for $p<0$ the roles of $y$ and $z$ are exchanged. Hence $R=p^2/2-p^2=-p^2/2$ and $R''=-1$. Yet the Hessian at the origin is $\mathrm{diag}(1,0,0)$, with index zero. The energy does fall along $y=\sqrt p$, but that path has no finite derivative with respect to $p$ at the origin.

Zero field matters twice: it makes the point stationary and removes $H_P$ from $L$. A dimensionless case without symmetry shows both effects:
\begin{align}
U={}&\tfrac14x_0^4-\tfrac12x_0^2+0.1x_0+0.75x_1^2+x_2^2+0.4x_0x_1\nonumber\\
&-0.3x_0x_2^2+0.2x_1x_2+0.1x_1^4,\\
P={}&x_0+0.3x_1+0.2x_0x_2+0.4x_1^2 .
\end{align}
Constrained minimization finds zero field at $p=0.0838$, where differences of $R$ give $R''=-1.356$. The unconstrained Hessian there has eigenvalues $-1.04$, $1.48$ and $2.03$. At $p=0.4$ the field is $-0.314$ and $R''=-0.570$. Dropping $H_P$ from \eqref{eq:inverse} would give $-0.594$, an error of 4\% relative to the correct value.

\section{A capacitor film with three modes}

Consider a uniform film with polar mode $P$, antipolar mode $y$ and tetragonal mode $T$, the last two dimensionless:
\begin{equation}
U=\frac a2P^2+\frac b4P^4+\frac k2y^2-gTPy+\frac h4(T^2-1)^2 .
\label{eq:model}
\end{equation}
From here on $b$ is this quartic coefficient. $P$ is in $\mu$C/cm$^2$ and fields are in MV/cm, so $U$ is in J/cm$^3$. The parameters are $a=0.10$, $b=7.0\times10^{-4}$, $k=100$, $g=5.0$ and $h=200$ in the corresponding units.

At $P=0$ there is a constrained minimum at $y=0$, $T=1$, with curvatures $k=100$ and $2h=400$ J/cm$^3$. The field $\partial U/\partial P=aP+bP^3-gTy$ vanishes there. The mixed derivative with $y$ is $-g$ and that with $T$ is zero, so
\begin{equation}
S=a-\frac{g^2}{k}=0.10-0.25=-0.15\ \frac{\text{MV/cm}}{\mu\text{C/cm}^2}.
\end{equation}
With $y$ and $T$ frozen, the curvature $a$ is positive and the point looks stable. Relaxation of $y$ reverses the sign, and the theorem gives an index-one saddle.

The whole relaxed curve can be found. Stationarity in $y$ gives $y=gTP/k$. With $G=g^2/k$ the coupled terms become $-GT^2P^2/2$, and stationarity in $T^2$ gives
\begin{equation}
-\tfrac12GP^2+\tfrac h2(T^2-1)=0,\qquad T^2=1+\frac{GP^2}{h}.
\end{equation}
Substitution leaves a quartic contribution $-G^2P^4/(2h)+G^2P^4/(4h)=-G^2P^4/(4h)$, so
\begin{equation}
R=\frac S2P^2+\frac B4P^4,\qquad B=b-\frac{G^2}{h}=3.875\times10^{-4},
\end{equation}
in (MV/cm)/($\mu$C/cm$^2$)$^3$. The wells follow from $S+BP^2=0$:
\begin{equation}
P_r=\sqrt{\frac{|S|}{B}}=19.7\ \mu\text{C/cm}^2,\qquad
R(0)-R(P_r)=\frac{S^2}{4B}=14.5\ \text{J/cm}^3,
\end{equation}
a barrier of 90.6 meV/nm$^3$. Every uniform path between wells of opposite $P$ crosses $P=0$, where $U=ky^2/2+h(T^2-1)^2/4\ge0$. The saddle has $U=0$, and the relaxed path does not rise above it. In this model it is therefore a lowest pass, equal in energy to its symmetry partner at $T=-1$, a global fact that an index alone does not supply.

Measured in units of $20\ \mu$C/cm$^2$, the $(P,y)$ block of the Hessian has diagonal entries 40 and 100 and off-diagonal entry $-100$ J/cm$^3$. The three eigenvalues are $-34.4$, $174.4$ and $400$ J/cm$^3$. In units of $10\ \mu$C/cm$^2$ they are $-12.3$, $122.3$ and $400$ J/cm$^3$: the values change and the signs do not. The relaxed tangent is $(1,1,0)$ in the first units, with curvature $40-200+100=-60$ J/cm$^3$. In these units it makes an angle of $8.35^\circ$ with the unstable eigenvector, so the two directions should not be identified.

In an applied field $F$ the stationary points on the relaxed branch obey $R'=SP+BP^3=F$. The middle solution keeps index one while $R''<0$, since the $(y,T)$ block has $k>0$ and determinant $2kh+2g^2P^2>0$ on the relaxed branch. Saddle and metastable well merge where $R''=0$, at $|P|=\sqrt{|S|/(3B)}=11.4\ \mu$C/cm$^2$. There
\begin{equation}
F_c=|S||P|-B|P|^3=\tfrac23|S||P|=1.14\ \text{MV/cm},
\end{equation}
or 1.14 V across 10 nm. At $F=0.5$ MV/cm the saddle has moved to $P=-3.4\ \mu$C/cm$^2$ and the barrier out of the metastable well has dropped to 6.0 J/cm$^3$.

\section{What a real film changes}

The parameters were chosen so that $P_r$ and $F_c$ fall in the rough range of ferroelectric hafnia films about 10 nm thick: some tens of $\mu$C/cm$^2$ and about 1 MV/cm. That agreement is therefore no evidence for uniform switching, and the model does not decide whether the nonpolar state of a real film has $R''<0$. The coercive field is 0.28 of a rough breakdown field of 4 MV/cm. The assumption examined next is uniformity.

Let $P$ vary along the film with an added energy $K(dP/dx)^2/2$. A wave of wavenumber $q$ then has relaxed curvature $S+Kq^2$. For lateral period $\ell$ the allowed values are $q=2\pi m/\ell$ with integer $m$. Waves with $m\ne0$ leave the mean polarization unchanged, so the uniform state is a minimum at fixed mean $P$ if
\begin{equation}
\ell<\ell_c=2\pi\sqrt{K/|S|}=3.6\ \text{nm},
\end{equation}
for a rough $K=0.05$ nm$^2$ (MV/cm)/($\mu$C/cm$^2$). Each unstable $m\ge1$ adds a sine and a cosine. Diagonalizing a film divided into 0.1 nm cells gives index 1 at a period of 3.5 nm, 3 at 3.8 nm and 5 at 10 nm, counting variation along one direction only; with both lateral directions the counts are 1, 5 and 21. In the last two cases the constrained state is itself unstable, so the theorem is not violated; its premise fails. These counts depend on the rough $K$ and on giving no gradient energy to $y$ (a positive one for $T$, which is decoupled at $P=y=0$, changes nothing): with both lateral directions, $K=0.01$ gives 13, 21 and 121 (21, 21 to 25 and 177 with cells of about 0.5 nm, the size of the crystal cell, so a continuum description is marginal there), $K=0.2$ gives 1, 1 and 5, and $K=0.05$ with a gradient coefficient of 20 nm$^2$\,J/cm$^3$ for $y$ gives 1, 1 and 13. All these counts keep $P$ constant through the thickness. If it may also vary across the 10 nm film, with the same $K$ and an isotropic background permittivity $\epsilon_b$ (introduced below), the counts 1, 5 and 21 are unchanged for $\epsilon_b=1$ and $5$, but the last rises to 41 for $\epsilon_b=25$. Uniform reversal of a 1000 nm$^3$ grain would cost 91 eV, about $2900\,k_BT$ at 358 K. This figure belongs to the model: its barrier, about 3 meV per formula unit for four units in 0.13 nm$^3$, follows from parameters tuned to measured $P_r$ and $F_c$ and is not a first-principles barrier of hafnia. The extra unstable waves offer ways to lower a path over the uniform state, which points to nonuniform switching; its barrier is not calculated here.

An interface dielectric of thickness $d$ and relative permittivity $\epsilon$ on a film of thickness $d_f$ also matters. At zero total voltage, with film field $E_f$ and layer field $E_d$,
\begin{equation}
\epsilon_0E_f+P=\epsilon_0\epsilon E_d,\qquad E_fd_f+E_dd=0 .
\end{equation}
Eliminating $E_d$ gives $E_f=-\kappa P$ with $\kappa=d/[\epsilon_0(\epsilon d_f+d)]$. The field energy per film volume is
\begin{equation}
\tfrac12\epsilon_0E_f^2+\tfrac12\epsilon_0\epsilon E_d^2\frac d{d_f}
=\tfrac12\epsilon_0E_f^2-\tfrac12(\epsilon_0E_f+P)E_f=\tfrac12\kappa P^2 .
\end{equation}
It adds $\kappa$ to $A$ and leaves the other blocks alone, so $S$ becomes $S+\kappa$. For a rough layer of 0.5 nm with $\epsilon=10$, $\kappa=0.056$ and the curvature is $-0.094$ (MV/cm)/($\mu$C/cm$^2$). The barrier falls from 14.5 to 5.7 J/cm$^3$. At the wells, now at $|P|=15.6\ \mu$C/cm$^2$, the film field has magnitude 0.87 MV/cm and the layer field 17.5 MV/cm, more than four times the breakdown value used above for the film. These numbers therefore hold for an ideally insulating layer; charge that is injected or trapped there screens $P$ and weakens the effect. At a thickness of 1.35 nm, with $\epsilon$ and $d_f$ held fixed, the uniform saddle turns into a minimum; this limit covers uniform states only. A lateral wave with $P$ constant through the thickness sees the smaller stiffness $\kappa(q)=1/[\epsilon_0d_fq(\coth qd_f+\epsilon\coth qd)]$, and for $K=0.05$ its curvature $S+\kappa(q)+Kq^2$ is still $-0.015$ at a period near 9 nm, so $P=0$ remains a saddle there if the lateral period exceeds about 5 nm. For $K=0.2$ this expression is positive for all such waves, so the outcome depends on the rough $K$. The film was given no background permittivity. With a background value $\epsilon_b$, $\kappa=d/[\epsilon_0(\epsilon d_f+\epsilon_bd)]$; for $\epsilon_b=5$ and $25$ the 0.5 nm layer gives $\kappa=0.055$ and $0.050$, and the limiting thickness moves to 1.42 and 2.0 nm.

At the temperature and cell size used below, heat acts in the same direction. If $y$ and $T$ fluctuate classically and independently in cells of volume $v$, their free energy density in the harmonic approximation, which is only rough here because $k_BT_a/v$ is comparable with the barrier $h/4$ between $T=1$ and $T=-1$, is $(k_BT_a/2v)\ln\det C(P)$ plus a constant, with $T_a$ the absolute temperature. The determinant found above is proportional to $1+GP^2/h$, which gives an added curvature $k_BT_aG/(hv)$ at $P=0$. For 358 K and a rough $v=0.13$ nm$^3$ this is 0.048 (MV/cm)/($\mu$C/cm$^2$), or 32\% of $|S|$. The model has no masses, and $k_BT_a=31$ meV is comparable with optical phonon energies of oxides; assumed mode energies between 20 and 70 meV raise the harmonic value to between 0.050 and 0.076 when the modes are quantized; with the same masses and the full double well of $T$ (barrier 41 meV per cell) the quantized values are lower, about 0.044 to 0.066. Integrating $y$ exactly gives the added curvature $G(1-\langle T^2\rangle)$, with the average taken at $P=0$; here it is 0.042, or 28\% of $|S|$, and it changes sign when $k_BT_a/v$ is about 4.5 times larger. Fluctuations of $P$ from cell to cell are left out, although $k_BT_a/v=38$ J/cm$^3$ exceeds the 14.5 J/cm$^3$ barrier; they can add a term of similar or larger size, so the number indicates an order of magnitude only. It must not be added if the parameters already describe the film at its temperature of use.

\section*{Table of computed values}
\begin{verbatim}
Curved-P test: saddle p = 0.08383, R'' = -1.35572 (dimensionless)
Curved-P Hessian eigenvalues: [-1.0386  1.4801  2.0294] (dimensionless)
Held p=0.4: field -0.31431, R'' -0.56982 (dimensionless)
Held R'' if curvature of P is dropped: -0.59375 (dimensionless)
Degenerate example: R'' = -1.0000, Hessian index = 0
Input a = 0.100 (MV/cm)/(uC/cm2)
Input b = 7.00e-04 (MV/cm)/(uC/cm2)^3
Inputs k = 100, h = 200 J/cm3; g = 5.0 MV/cm
Film thickness = 10.0 nm
Saddle P, y, T = 0.0 uC/cm2, 0.0, 1.0
Frozen-mode curvature = 0.1000 (MV/cm)/(uC/cm2)
Softening g^2/k = 0.2500 (MV/cm)/(uC/cm2)
Relaxed curvature S = -0.1500 (MV/cm)/(uC/cm2)
Other-mode curvatures = 100.0, 400.0 J/cm3
Relaxed quartic B = 3.8750e-04 (MV/cm)/(uC/cm2)^3
Eigenvalues, P unit 20 uC/cm2: [-34.403 174.403 400.   ] J/cm3
Eigenvalues, P unit 10 uC/cm2: [-12.268 122.268 400.   ] J/cm3
Tangent-eigenvector angle, P unit 20 uC/cm2 = 8.35 degrees
Well P, y, T = 19.675 uC/cm2, 1.198, 1.218
Barrier = 14.516 J/cm3 = 90.60 meV/nm3
Uniform coercive field = 1.136 MV/cm at |P| = 11.359 uC/cm2
Coercive voltage = 1.136 V
Bias = 0.50 MV/cm; saddle P = -3.438 uC/cm2
Biased metastable well P = -17.729 uC/cm2
Biased barrier = 5.985 J/cm3
Rough gradient coefficient = 0.050 nm2 (MV/cm)/(uC/cm2)
Critical lateral period = 3.628 nm
Period 3.5 nm: free index 1, fixed-mean-P index 0
Period 3.8 nm: free index 3, fixed-mean-P index 2
Period 10.0 nm: free index 5, fixed-mean-P index 4
Rough interface layer = 0.50 nm, relative permittivity 10
Layer curvature kappa = 0.0562 (MV/cm)/(uC/cm2)
Relaxed curvature with layer = -0.0938 (MV/cm)/(uC/cm2)
Barrier with layer = 5.678 J/cm3
Well P with layer = 15.559 uC/cm2
Critical layer thickness = 1.346 nm
Temperature of use = 358 K; rough cell volume = 0.13 nm3
Thermal curvature estimate = 0.0475 (MV/cm)/(uC/cm2)
Thermal curvature / |S| = 0.317
Coherent grain volume = 1000 nm3; barrier = 90.60 eV
Coherent grain barrier / kT = 2937
Rough breakdown field = 4.0 MV/cm; coercive/breakdown = 0.284
\end{verbatim}
